# Vapour Pressure of an Atomic Liquid from Test-Particle Insertion, part 2

A monatomic liquid at temperature $T$ is in equilibrium with its vapour. The task is to find the vapour pressure $P$ from the energy change $\Delta U$ on adding one atom at random, including the change in energy of the atoms already present. Atomic centres move classically. Number densities are $\rho=N/V$, with $\rho_l$ for the liquid and $\rho_v$ for the vapour; $k$ is Boltzmann's constant, $\beta=1/kT$, $F=V\varphi(\rho)$ is the free energy, and $\mu=\varphi'(\rho)$ is the chemical potential, with $P=\rho\mu-\varphi$.

Earlier results:

(a) For one more atom at fixed volume,
$$F(N+1)-F(N)=V\left[\varphi\!\left(\rho+\tfrac1V\right)-\varphi(\rho)\right]
=\varphi'(\rho)+\frac{\varphi''(\rho)}{2V}+\dots$$
Here $F=V\varphi$ omits contributions that grow as $\ln N$.

(b) Atoms on a ring with many-body forces served as a check of insertion; the "ring" lines in the final output refer to it.

(c) $\mu_{\rm ex}=-kT\ln\left\langle e^{-\beta\Delta U}\right\rangle$ is the excess over the ideal-gas chemical potential.

(d) For an ideal vapour,
$$\boxed{P=\rho_l\,kT\,e^{\mu_{\rm ex}/kT}}$$
If internal states contribute factors $q_l$ and $q_v$ per atom in liquid and vapour, the pressure is multiplied by $q_v/q_l$.

(e) With $z=\rho_le^{\mu_{\rm ex}/kT}$ and second virial coefficient $B_2$ of the vapour,
$$\frac{P}{zkT}=1-B_2z+O(z^2).$$

(f) Under compression at fixed temperature,
$$d\ln\left(\rho e^{\mu_{\rm ex}/kT}\right)=\frac{dP}{\rho kT}.$$
This applies to an inert gas that presses on the liquid but neither dissolves nor interacts with the vapour.

The example is a model: hard spheres of diameter $d=0.38$ nm in a uniform background that gives each atom the energy
$$u(\rho)=-A\left[\sqrt{1+\rho/\rho_c}-1\right],\qquad A=0.135\ \text{eV},\quad\rho_c=0.1\ \text{nm}^{-3}.$$
The temperature is 1200 K, so $kT=0.10341$ eV.

**(g)** The Carnahan–Starling approximation gives hard spheres an excess free energy per atom $kT\,a(\eta)$, with $a=(4\eta-3\eta^2)/(1-\eta)^2$ and $\eta=\pi\rho d^3/6$. The problem is to find $\mu_{\rm ex}$, the pressure and $B_2$.

**Solution.** The excess free energy per volume is $\rho[kTa+u]$. Its density derivative is

$$\mu_{\rm ex}=kT(a+\eta a')+u+\rho u',$$

because $\rho\,d/d\rho=\eta\,d/d\eta$. The quotient rule gives

$$a'=\frac{(4-6\eta)(1-\eta)+2(4\eta-3\eta^2)}{(1-\eta)^3}=\frac{4-2\eta}{(1-\eta)^3}.$$

Bringing $a$ to the same denominator,

$$a+\eta a'=\frac{(4\eta-3\eta^2)(1-\eta)+4\eta-2\eta^2}{(1-\eta)^3}
=\frac{8\eta-9\eta^2+3\eta^3}{(1-\eta)^3}.$$

The pressure is the ideal part $\rho kT$ plus $\rho^2$ times the density derivative of the excess free energy per atom:

$$P=\rho\left[kT(1+\eta a')+\rho u'\right],\qquad
1+\eta a'=\frac{1+\eta+\eta^2-\eta^3}{(1-\eta)^3}.$$

The numerator follows from $(1-\eta)^3+4\eta-2\eta^2$. For the background,

$$\rho u'=-\frac{A\,\rho/\rho_c}{2\sqrt{1+\rho/\rho_c}} .$$

The same background term follows from insertion. The total background energy rises by $(N+1)\,u\big((N+1)/V\big)-N\,u(N/V)$, which tends to $u+\rho u'$. Here $u$ is the new atom's own share, and $\rho u'$ is the binding it adds to all the others. This energy is the same for every configuration, so it leaves the average as a factor:

$$\langle e^{-\beta\Delta U}\rangle=e^{-\beta(u+\rho u')}\,p_{\rm free},$$

where $p_{\rm free}$ is the fraction of the volume in which a further sphere fits without overlap.

At low density $a\to4\eta=2\pi\rho d^3/3$ and $u\to-A\rho/2\rho_c$. The excess free energy per atom of a dilute gas is $kTB_2\rho$, so

$$B_2=\frac{2\pi d^3}{3}-\frac{A}{2\rho_ckT}=-6.413\ \text{nm}^3 .$$

### (h) The vapour pressure at 1200 K

**Find the coexisting liquid and its vapour pressure. Compare the insertion formula with a route that uses only the pressure equation.**

**Solution.** Since $\mu=(\varphi+P)/\rho$ must agree in both phases,

$$\frac{\varphi_l}{\rho_l}-\frac{\varphi_v}{\rho_v}=P\left(\frac1{\rho_v}-\frac1{\rho_l}\right).$$

The derivative of $\varphi/\rho$ is $(\rho\varphi'-\varphi)/\rho^2=p(\rho)/\rho^2$, where $p(\rho)$ is the pressure equation of (g). The condition is therefore

$$\int_{\rho_v}^{\rho_l}\frac{p(\rho)-P}{\rho^2}\,d\rho=0,\qquad p(\rho_v)=p(\rho_l)=P .$$

This is Maxwell's equal-area rule. Its numerical solution gives $\rho_l=14.676\ \text{nm}^{-3}$, which corresponds to $\eta=0.4217$, and $\rho_v=8.04\times10^{-5}\ \text{nm}^{-3}$.

The hard-sphere part of $\mu_{\rm ex}$ is $10.329\,kT=1.0681$ eV. The background part is $-2.3210$ eV, of which $u=-1.5060$ eV is the atom's own share. The remaining $-0.8150$ eV is the binding given to the others. Thus

$$\mu_{\rm ex}=1.0681-2.3210=-1.2529\ \text{eV},\qquad
\frac{\mu_{\rm ex}}{kT}=-12.116 .$$

With $\rho_lkT=1.8238\times10^6$ Torr,

$$P=1.8238\times10^6\ \text{Torr}\times5.471\times10^{-6}=9.98\ \text{Torr}=1330\ \text{Pa}.$$

The equal-area rule gives 9.984 Torr, against 9.979 Torr from the formula. The relative excess is $5.154\times10^{-4}$, while the vapour correction $-B_2z$ predicts $5.149\times10^{-4}$. The small disagreement between the two routes is thus the non-ideality of the vapour. Both routes share the Carnahan–Starling approximation, so these digits belong to it and not to hard spheres as such: Kolafa's more accurate hard-sphere equation of state moves the pressure to about 10.07 Torr, a shift of 0.9 per cent.

At 2000 K the vapour is much denser, and the equal-area pressure is 4026 Torr. It exceeds the insertion formula, evaluated for the coexisting liquid at that temperature, by 7.6 per cent. The first-order correction predicts 6.9 per cent. The remaining 0.7 per cent is about 1.5 times the square of the first-order term, a size compatible with the next order. In this model the ideal-vapour formula is accurate at 1200 K and begins to fail at 2000 K. This temperature should not be carried over to a real metal vapour: a Morse pair potential with roughly the well of the barium dimer, about 0.2 eV deep at 0.49 nm, gives a $|B_2|$ three to five times smaller than the model's at these temperatures.

### (i) Find the cavities by simulation

**Measure $p_{\rm free}$ at the liquid density in boxes of 108 spheres, and compare it with the Carnahan–Starling value appropriate to so small a system.**

**Solution.** For hard spheres $e^{-\beta\Delta U}$ is one if the trial sphere fits and zero if it overlaps. Hence $\mu_{\rm ex}/kT=-\ln p_{\rm free}$.

Sixty-four independent periodic boxes were sampled by Monte Carlo moves of single spheres. Trial points were placed in those cells of a fine grid that could contain a free position. A cell was skipped if its centre lay so close to a sphere that the whole cell was blocked. Skipped cells contribute zero, so the estimate of the free fraction remains unbiased. The result is

$$p_{\rm free}=3.41\times10^{-5},\qquad-\ln p_{\rm free}=10.29\pm0.19,$$

where the uncertainty is one standard error, obtained from the scatter among the boxes.

The comparison value is a difference at fixed volume, $F_{\rm ex}(N+1)-F_{\rm ex}(N)$ with $N=108$. By the expansion in (a), applied to the excess part and with $V=N/\rho$, it exceeds the large-system value by approximately

$$\frac{\rho}{2N}\frac{\partial\mu_{\rm ex}}{\partial\rho}.$$

Carnahan–Starling gives $10.455\,kT$ for the difference and $10.329\,kT$ for the derivative. The contributions omitted from $F=V\varphi$ largely cancel in the excess part. Here they would lower the difference by about $0.02\,kT$, which is neglected because it is far below the statistical error. The simulation lies $0.17\,kT$ below the former, which is less than one standard error. It supports the hard-sphere term to about $0.2\,kT$, but it cannot distinguish the two Carnahan–Starling values. An error of $0.19$ in the exponent corresponds to roughly 20 per cent in the vapour pressure.

The numbers also show why insertion becomes hard in a dense liquid. About one uniformly chosen point in 29,000 is free, so plain sampling wastes nearly all its trials. The vapour pressure is nevertheless low, because the background multiplies each success by $e^{2.3210/0.10341}\approx5.6\times10^9$. The product with the Carnahan–Starling free fraction, $e^{-10.329}\approx3.27\times10^{-5}$, is $1.8\times10^5$, which is the ratio of liquid to vapour density.

### (j) How density and temperature errors enter

**Find the effect of a density one per cent too high and of an inert gas at 760 Torr, both at 1200 K. Then derive the slope of $\ln P$ against $1/kT$.**

**Solution.** At $1.01\rho_l$ the liquid pressure is 40.4 MPa. The prefactor $\rho_lkT$ is 243 MPa, and the mean density on the path is $1.005\rho_l$. The compression law gives

$$\ln\frac{P_{\rm formula}(1.01\rho_l)}{P_{\rm formula}(\rho_l)}\approx\frac{40.4}{1.005\times243}=0.165,$$

a factor of 1.18, in agreement with direct evaluation of the formula. One per cent in density costs 18 per cent in vapour pressure. An inert gas at 760 Torr that meets the conditions of (f) changes the result much less: $760/(1.8238\times10^6)=4.2\times10^{-4}$.

For the temperature dependence, let $s$, $v$ and $h=\mu+Ts$ be the entropy, volume and enthalpy per atom. From $d\mu=-s\,dT+v\,dP$ and $dT=-kT^2d\beta$,

$$d(\beta\mu)=\mu\,d\beta+\beta\left(skT^2d\beta+v\,dP\right)=h\,d\beta+\beta v\,dP .$$

Both phases have the same $\beta\mu$ all along the coexistence line, so

$$(h_v-h_l)\,d\beta=-\beta(v_v-v_l)\,dP .$$

Neglect $v_l$ beside $v_v$, and use $v_v=kT/P$. The right side becomes $-d\ln P$, and

$$-\frac{d\ln P}{d\beta}=h_v-h_l .$$

The kinetic energy $\tfrac32kT$ cancels. The ideal vapour has $Pv_v=kT$ and no potential energy. The hard spheres store no potential energy, and $u$ does not depend on temperature at fixed density. With $Pv_l$ neglected,

$$-\frac{d\ln P}{d\beta}=kT-u(\rho_l)=0.1034+1.5060=1.6094\ \text{eV}.$$

Equal-area pressures just below and above 1200 K give 1.6102 eV. The relative difference of about $5\times10^{-4}$ has the size of the neglected vapour non-ideality. The slope is steep: the equal-area pressure rises from 2.40 Torr at 1100 K to 32.8 Torr at 1300 K.

### (k) What the model leaves out, and a real metal

**Estimate the effects of conduction electrons, nuclear quantum motion and excited vapour atoms. Then set the result beside liquid barium.**

**Solution.** A small extra term $\delta F$ in the liquid's free energy changes its Gibbs energy $G=\min_V(F+PV)$. At the minimum a small change of volume has no first-order effect. At fixed pressure, therefore, $\delta G=\delta F$ to first order, with $\delta F$ taken at the old volume. If $\delta f$ is the extra free energy per atom, the vapour pressure is multiplied by $e^{\delta f/kT}$.

*Conduction electrons.* Treat two electrons per atom as a free gas of density $n_e=2\rho_l$, with electron mass $m_e$ and

$$E_F=\frac{\hbar^2}{2m_e}(3\pi^2n_e)^{2/3}=3.47\ \text{eV}.$$

A level with occupation $f=1/(e^x+1)$, where $x$ is its energy from the Fermi level divided by $kT$, has entropy $k\sigma$ with $\sigma=-f\ln f-(1-f)\ln(1-f)$. Since $d\sigma/df=\ln[(1-f)/f]=x$, integration by parts gives

$$\int_{-\infty}^{\infty}\sigma\,dx=\int_{-\infty}^{\infty}x^2\left(-\frac{df}{dx}\right)dx=\frac{\pi^2}{3}.$$

The number of states below energy $E$ grows as $E^{3/2}$, so the density of states per electron at $E_F$ is $3/(2E_F)$. For $kT\ll E_F$ the entropy per electron is then $\pi^2k^2T/(2E_F)$. Integrating $-S$ over temperature gives a thermal free energy of $-\pi^2(kT)^2/(4E_F)$ per electron. For two electrons,

$$\frac{\delta f}{kT}=-\frac{\pi^2kT}{2E_F}=-0.147,$$

and $e^{-0.147}=0.863$. Solving again for the liquid density with this term included also gives 0.863. In this free-electron estimate the vapour pressure falls by 14 per cent, the largest of the three effects. A metal with d states near the Fermi level, such as barium, can have a higher density of states there, and the effect on $\delta f$ then grows roughly in proportion.

*Nuclear motion.* Give each atom three vibrations with a rough quantum of 10 meV, and let $x$ now be this quantum divided by $kT$, so that $x=0.097$. The quantum free energy minus the classical one is

$$\frac{\delta f}{kT}=3\ln\frac{2\sinh(x/2)}{x}\approx\frac{x^2}{8}=1.2\times10^{-3}.$$

It raises the pressure by about 0.1 per cent. This estimate assumes smooth forces, and a strict hard core would not be a fair basis for it.

*Excited vapour atoms.* With 15 states roughly 1.1 eV above a single ground state, the excited fraction is $15e^{-1.1/0.10341}=3.6\times10^{-4}$. By (d), the vapour pressure rises by this fraction if the liquid is left unchanged. The figure is rough: levels only 0.05 eV higher would reduce it by a factor of about 1.6.

*Comparison with barium.* The density and the strength of binding were chosen to lie roughly in the regime of liquid barium in an evaporation source. Barium has two valence electrons and melts near 1000 K, so 1200 K is a reasonable temperature for the melt. Its vapour pressure there is of the order of 1 Torr, a rough figure. The model's 10 Torr is thus about ten times too high and must not be used as a barium value. In the exponent this factor amounts to $kT\ln10\approx0.24$ eV, about a fifth of $|\mu_{\rm ex}|$. The three effects, as estimated above, are too small to account for it. The model also omits the softness of real cores and the variation of binding from site to site, and their effects are not estimated here. A working source also departs from the assumption of one common temperature, because evaporation cools the surface. With the slope from (j), a surface 10 K colder than the assumed 1200 K changes $\ln P$ by about $-(1.609/0.1034)(10/1200)=-0.13$, which lowers the equilibrium pressure by 12 per cent.

The numerical output lists the main computed values of these parts.

## Values computed for the example and the checks

```
ring: mu_ex/kT by insertion, full energy change = -0.330533
ring: mu_ex/kT by integrating mean energy = -0.330533
ring: mu_ex/kT, test atom's own energy only = 0.145410
input: sphere diameter d = 0.38 nm
input: cohesion parameter A = 0.135 eV
input: background density rho_c = 0.1 nm^-3
input: temperature T = 1200 K
thermal energy kT = 0.10341 eV
liquid density rho_l = 14.6763 nm^-3
packing fraction = 0.4217
hard-sphere part of mu_ex/kT = 10.3290
hard-sphere part of mu_ex = 1.0681 eV
background part of mu_ex = -2.3210 eV
background energy per atom u_l = -1.5060 eV
mu_ex = -1.2529 eV
mu_ex/kT = -12.1160
prefactor rho_l kT = 1.8238e+06 Torr
exp(mu_ex/kT) = 5.4713e-06
vapour pressure, insertion formula = 9.9786 Torr
same in pascal = 1330.4 Pa
vapour pressure, equal-area rule = 9.9838 Torr
vapour density rho_v = 8.0382e-05 nm^-3
second virial coefficient B2 = -6.413 nm^3
equal-area/formula - 1 at 1200 K = 5.154e-04
first-order prediction -B2 z at 1200 K = 5.149e-04
vapour pressure at 2000 K, equal-area = 4026.0 Torr
equal-area/formula - 1 at 2000 K = 0.0757
first-order prediction -B2 z at 2000 K = 0.0687
Monte Carlo: boxes = 64, atoms per box = 108
Monte Carlo: fraction of volume free = 3.408e-05
Monte Carlo: hard-sphere mu_ex/kT = 10.287
Monte Carlo: standard error = 0.193
Carnahan-Starling F(N+1)-F(N), in kT = 10.455
start-lattice memory (liquid: order 1) = 1.51
density 1% too high: formula grows by factor 1.1798
density 1% too high: liquid pressure = 40.40 MPa
760 Torr inert gas: relative rise = 4.168e-04
vapour pressure at 1100 K, equal-area = 2.398 Torr
vapour pressure at 1300 K, equal-area = 32.797 Torr
heat of vaporization from slope = 1.6102 eV per atom
heat of vaporization kT - u_l = 1.6094 eV per atom
Fermi energy, two electrons per atom = 3.470 eV
electron free energy/kT per atom = -0.1471
pressure ratio with electron term = 0.8630
input: rough vibrational quantum = 10 meV
nuclear quantum shift of free energy/kT = 1.17e-03
input: rough atomic excitation = 1.1 eV, 15 states
excited vapour atoms per ground-state atom = 3.60e-04
```
